\section*{Where an s–p oxide chain has its valence maximum, and why, part 2}

We ask where the valence maximum lies in a straight chain of alternating cations and oxygens when the cation s level is empty and above the oxygen p level, or filled and below it. Energies are in eV and lengths in nm. Electrons are independent, and orbitals are orthonormal until overlap is introduced.

The chain has period $a$, wave number $k$ and $u=\sin^2(ka/2)$, which runs from $0$ at the zone centre to $1$ at the boundary $k=\pi/a$. The cation s level is $E_s$. The oxygen p orbital along the chain (p-sigma) has level $E_p$, and $D=|E_s-E_p|$. The s--p hopping is $+t$ from a cation to the oxygen on its right and $-t$ to the one on its left, with $t>0$. With Bloch phases taken at the true orbital positions, the coupling is $V_k=2it\sin(ka/2)$. The Bloch amplitudes are $c_s$ and $c_p$.

In this two-orbital chain the sigma valence maximum is at $k=0$, at $E_p$, for empty s (two electrons per cell). For filled s (four per cell) it is at $k=\pi/a$, at $(E_s+E_p)/2+R$, where $R=\sqrt{D^2/4+4t^2}$.

Hopping $+\tau$ between neighbouring oxygens, $\tau>0$, changes the oxygen level to $E_p+2\tau(1-2u)$. For filled s, the boundary is then higher than the centre if
\begin{equation}
\tau(D+2\tau)<t^2 .
\label{eq:taucond}
\end{equation}
It is still to be shown that no interior point is higher.

The hole mass $m_h$ is defined near a maximum at $k_0$ by $E=E_{\max}-\hbar^2q^2/2m_h$, with $q=k-k_0$. The electron mass is $m_e$.

The example uses $a=0.42$ nm, $t=2$ eV, $E_p=0$, $E_s=\pm4$ eV, $\tau=0.1$ eV and $\hbar^2/m_e=0.07620$ eV\,nm$^2$. Without $\tau$, the sigma edges are at $0$ (empty s) and $2.472$ eV (filled s), with hole masses $0.216\,m_e$ and $0.483\,m_e$.

\subsection{The p orbital of the cation}

A cation also has an empty p-sigma orbital, of energy $E_c$. Reflection in a plane through the cation exchanges its two oxygen neighbours and reverses both the cation p orbital and the oxygen p orbitals. The two minus signs cancel, so both neighbours have the same hopping element, $+t_c$. The Bloch coupling is
\begin{equation}
W_k=t_c\,e^{ika/2}+t_c\,e^{-ika/2}=2t_c\cos\frac{ka}{2}.
\end{equation}
It is strongest at $k=0$ and vanishes at $\pi/a$, opposite to the s orbital. The same reflection makes the direct matrix element between s and p on one cation vanish. Inside the zone the two can still mix through the oxygens. Direct hopping between cations is neglected.

The amplitudes obey $(E-E_s)c_s=V_kc_p$ and $(E-E_c)c_c=W_kc_p$, together with
\begin{equation}
[E-E_p-2\tau(1-2u)]\,c_p=V_k^*c_s+W_kc_c .
\end{equation}
Inserting the first two into the third and using $|V_k|^2=4t^2u$ and $W_k^2=4t_c^2(1-u)$, we find
\begin{equation}
E-E_p-2\tau(1-2u)=\frac{4t^2u}{E-E_s}+\frac{4t_c^2(1-u)}{E-E_c}.
\label{eq:three}
\end{equation}

\subsection{One quantity that decides the position}

Differentiate (\ref{eq:three}) with respect to $u$ along a band, writing $E'=dE/du$:
\begin{align}
E'+4\tau={}&\frac{4t^2}{E-E_s}-\frac{4t_c^2}{E-E_c}\nonumber\\
&-\left[\frac{4t^2u}{(E-E_s)^2}+\frac{4t_c^2(1-u)}{(E-E_c)^2}\right]E' .
\end{align}
Collecting the terms in $E'$ gives
\begin{equation}
\frac{dE}{du}=\frac{4\Lambda}{A},\qquad
\Lambda=\frac{t^2}{E-E_s}-\frac{t_c^2}{E-E_c}-\tau,
\label{eq:lambda}
\end{equation}
\begin{equation}
A=1+\frac{4t^2u}{(E-E_s)^2}+\frac{4t_c^2(1-u)}{(E-E_c)^2}>0 .
\end{equation}
The sign of $\Lambda$ is the sign of the slope. A negative $\Lambda$ puts the maximum at the centre, a positive one at the boundary.

Could $\Lambda$ change sign inside the zone? Let $t$ and $t_c$ be non-zero, $E_s\ne E_c$ and $0<u<1$. Multiply (\ref{eq:three}) by $(E-E_s)(E-E_c)$ and bring everything to the left. The result is linear in $u$:
\begin{equation}
P_0(E)+u\,P_1(E)=0,\qquad P_1(E)=-4\Lambda\,(E-E_s)(E-E_c).
\end{equation}
At $E=E_s$ the left side equals $-4t^2u(E_s-E_c)\neq0$, and similarly it is non-zero at $E=E_c$, so no band touches these energies inside the zone. Suppose a band is stationary at an interior $u$, with energy $E^*$. Then $\Lambda=0$ there, so $P_1(E^*)=0$, and the equation leaves $P_0(E^*)=0$. Hence $E^*$ is a solution for every $u$. Because $A$ does not vanish, the roots are simple and bands do not cross inside the zone, so the whole band is flat. A band that is not flat therefore runs steadily from one end to the other, and its maximum is at $k=0$ or $k=\pi/a$. The same reasoning with $t_c=0$ completes the discussion of (\ref{eq:taucond}).

The terms of $\Lambda$ can now be read one by one for the highest filled sigma band.
\begin{itemize}
\item \emph{Empty s} ($E<E_s<E_c$): the s term is negative and favours the centre, as does $-\tau$. The cation p term is positive and favours the boundary.
\item \emph{Filled s} ($E_s<E<E_c$): the s term is positive, and so is the cation p term. Both favour the boundary, and $\tau$ alone opposes them.
\end{itemize}
The change of sign of $1/(E-E_s)$ is the core of the effect. The cation p orbital does not change sides, so it weakens the first result and strengthens the second.

\subsection{Numbers for the empty s level}

Let the cation p level lie 7 eV above the s level in both cases, and let $t_c=2.5$ eV. For empty s, $E_c=11$ eV. At $k=0$ the s orbital drops out and (\ref{eq:three}) becomes
\begin{equation}
(E-0.2)(E-11)=4\times2.5^2=25,
\end{equation}
with energies in eV. The lower root is $E=5.6-\sqrt{5.4^2+25}=-1.759$ eV. At $k=\pi/a$ the cation p orbital drops out and
\begin{equation}
(E-4)(E+0.2)=16,\qquad E_b=1.9-\sqrt{2.1^2+16}=-2.62\ \text{eV}.
\end{equation}
The sigma top is still at $k=0$, but $1.759$ eV below $E_p$.

A stronger $t_c$ lowers the centre and leaves the boundary alone. The two are level when $E_b$ also solves the equation at $k=0$, that is, when
\begin{equation}
4t_c^2=(E_p+2\tau-E_b)(E_c-E_b).
\end{equation}
This gives $t_c=\tfrac12\sqrt{2.82\times13.62}=3.10$ eV with the other parameters held fixed. Above that value the sigma maximum moves to the boundary even though s is empty. The assumed $2.5$ eV is not far below, so the zone-centre result is conditional.

\subsection{The oxygen pi states}

Each oxygen has two further p orbitals, perpendicular to the chain. They change sign under reflection in a plane that contains the chain axis, while s does not, so they do not couple to s. They do couple to the cation pi orbitals, with equal sign on both sides. Taking the same levels $E_p$ and $E_c$ and a hopping $t_\pi=0.6$ eV, we have
\begin{equation}
(E-E_p)(E-E_c)=4t_\pi^2(1-u).
\end{equation}
The filled band is pushed down at $k=0$ and returns to $E_p$ at $k=\pi/a$. Its top is at the zone boundary, at $0$ eV. Hopping between oxygen pi orbitals is left out.

With s empty, this top lies $1.759$ eV \emph{above} the sigma top. The overall valence maximum of the extended chain is then a pi state at the zone boundary. The zone-centre statement is true of the sigma band of this example, and not of the whole set of oxygen bands. In the simpler model without cation p orbitals and without $\tau$, the pi bands are flat at $E_p$ and meet the sigma top at $k=0$.

With s filled, the situation is clear-cut. The sigma top, computed next, lies $2.328$ eV above the pi top. In this chain the filled s level pushes the top of the dispersive sigma band above the weakly dispersive pi bands, so that holes enter the sigma band first.

\subsection{Numbers for the filled s level}

Here $E_s=-4$ eV and $E_c=3$ eV. At $k=\pi/a$ the cation p orbital is decoupled, whatever the value of $t_c$, and
\begin{equation}
(E+4)(E+0.2)=16,\qquad E=-2.1+\sqrt{1.9^2+16}=2.328\ \text{eV}.
\end{equation}
Oxygen--oxygen hopping has thus lowered the edge from $2.472$ eV by about $0.14$ eV. The maximum remains at the boundary.

The conduction minimum is also at $\pi/a$, where the cation p level stands alone at $3$ eV. The gap of the chain is direct and equals $3-2.328=0.672$ eV. It depends directly on the assumed $E_c$. If $E_c$ were below the sigma edge, the filled and empty states at the boundary would change places and this description would fail.

The cation p orbital also changes the hole masses. Near either end of the zone $u$ departs from its end value by $q^2a^2/4$, so (\ref{eq:lambda}) gives
\begin{equation}
m_h=\frac{\hbar^2A}{2|\Lambda|a^2},
\end{equation}
with $A$ and $\Lambda$ taken at the band edge. For filled s, $\Lambda=9.84$ eV and $A=1.40$, so $m_h=0.031\,m_e$. For empty s, $\Lambda=-0.305$ eV and $A=1.154$, so $m_h=0.82\,m_e$. The order found in the two-orbital chain is reversed. For filled s the cation p term dominates $\Lambda$ because the gap to $E_c$ is small, so this light mass depends on the assumed $E_c$ as directly as the gap does. For empty s the s and cation p terms partly cancel, which makes the sigma hole heavy. The sigma band is not the highest filled band in that case, however. Holes first enter the pi band, where $1-u\simeq q^2a^2/4$ near the zone boundary gives the mass $\hbar^2(E_c-E_p)/(2t_\pi^2a^2)=6.6\,m_e$.

\subsection{Overlap of neighbouring orbitals}

Atomic orbitals on neighbouring atoms are not orthogonal. Let the s--p overlap be $-S$ where the hopping is $+t$, and $+S$ where it is $-t$. Return to the two-orbital chain, and quote hoppings with $E_p$ as the zero of energy. The off-diagonal element of $H-E$ times the overlap matrix is then $2i(t+SE)\sin(ka/2)$, and
\begin{equation}
(E-E_s)\,E=4u\,(t+SE)^2 .
\label{eq:overlap}
\end{equation}
At $u=0$ the right side vanishes, so the zone-centre edge does not move. For filled s, $S=0.1$ and $u=1$, (\ref{eq:overlap}) is
\begin{equation}
E^2+4E=4(2+0.1E)^2=16+1.6E+0.04E^2,
\end{equation}
or $0.96E^2+2.4E-16=0$. The positive root is $3.02$ eV, which is $0.55$ eV above the orthogonal value at the same $t$. The size of the shift depends on the energy zero chosen for quoting $t$: with the zero at $E_s$ instead of $E_p$, the same numbers for $t$ and $S$ would give $1.46$ eV. The valence maxima stay at $k=0$ and $\pi/a$ respectively.

The shift of $0.55$ eV is nearly as large as the gap just found. For filled s, the model thus fixes the $k$ of the maximum more firmly than the size of the gap.

\subsection{Tin oxides and the limits of the chain}

Tin offers both situations. In tin dioxide the cation has an empty 5s shell, and in tin monoxide a filled one. The cation--oxygen distance used here, $a/2=0.21$ nm, is close to the tin--oxygen distances in these oxides. The level energies, hoppings and overlap are illustrative values, neither fitted to the oxides nor computed from tin and oxygen orbitals. The choice of equal $D$ and $t$ in the two cases serves the comparison and is not a property of the two oxides.

Tin dioxide has its valence maximum at the zone centre, but the chain with its pi states included does not reproduce this, so the agreement of the sigma band alone explains little. Tin monoxide is a p-type semiconductor whose upper valence states mix tin 5s with oxygen 2p, as in the filled-s chain. Its gap is indirect and somewhat below 1 eV, whereas the chain's gap is direct. The similar size of the two gaps means nothing, since $E_c$ was chosen. Nor does the chain's zone boundary mark a place in the zone of the crystal. The cell of tin monoxide holds two tin atoms, so opposite s amplitudes on neighbouring tin atoms can occur at the zone centre and couple to oxygen p there.

Tin monoxide plainly breaks two assumptions of the chain. Its tin--oxygen--tin bridges are bent, with angles of about $106^\circ$ and $118^\circ$, so the oxygen p orbitals no longer separate into sigma and pi. One mirror plane through the cation is missing as well. The planes through tin that stand perpendicular to the layer and exchange its oxygen neighbours survive, but the plane parallel to the layer does not, because each tin atom has its four oxygen neighbours on one side. Hence 5s mixes on the same atom with the 5p orbital normal to the layer, which relative to an oxygen--tin--oxygen row is a pi orbital and not the p-sigma orbital included above. The chain has no such direct mixing and cannot say how far it moves the edge. Of the effects that were computed for filled s, overlap raises the edge by $0.55$ eV (for the assumed $S=0.1$ and with $t$ quoted from $E_p$) and oxygen--oxygen hopping lowers it by $0.14$ eV. Coupling between chains, spin--orbit coupling, lattice relaxation around a hole and electron correlation are left out. The hole masses describe motion along one chain, depend strongly on the assumed cation p orbital, and do not give a film's mobility.

In an amorphous film $k$ is no longer a good label, and a statement about zone centre and boundary has no direct meaning. For a single oxygen the sign rule survives in a weaker form. Take two cations at equal distances from the oxygen, with s amplitudes of equal size and a bridge angle $\theta$ at the oxygen. Their combined coupling to the oxygen p orbitals is $2t\cos(\theta/2)$ for equal signs and $2t\sin(\theta/2)$ for opposite signs. The cancellation is complete only for a straight bridge, and opposite signs couple more strongly as long as $\theta$ exceeds $90^\circ$. How far a disordered network can realize the second pattern is a separate question, which the periodic chain does not answer.

The parameters and main results of both halves are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
period a: 0.42 nm
s-p hopping t: 2.0 eV
oxygen p level: 0.0 eV
empty s level: 4.0 eV
filled s level: -4.0 eV
hbar^2/m_e: 0.07620 eV nm^2
root R: 4.472 eV
BANDS (lower, upper) in eV at k = 0, 0.5, 1 pi/a
s above p: 0.000, 4.000; -1.464, 5.464; -2.472, 6.472
s below p: -4.000, 0.000; -5.464, 1.464; -6.472, 2.472
VALENCE MAXIMUM: energy (eV), k (pi/a), s weight
s above p, 2 electrons per cell: 0.000, 0.00, 0.000
s above p, 4 electrons per cell: 6.472, 1.00, 0.724
s below p, 2 electrons per cell: -4.000, 0.00, 1.000
s below p, 4 electrons per cell: 2.472, 1.00, 0.276
direct gap at k=0, empty s: 4.000 eV
width of p-like band, both cases: 2.472 eV
hole mass at centre, empty s: 0.216 m_e
hole mass at boundary, filled s: 0.483 m_e
mass ratio boundary/centre: 2.236
NEGLECTED EFFECTS
oxygen-oxygen hopping tau: 0.1 eV
limit of tau, filled s: 0.732 eV
cation p to oxygen hopping t_c: 2.5 eV
cation p level, empty s: 11.0 eV
cation p level, filled s: 3.0 eV
sigma top with tau and cation p, empty s: -1.759 eV
its k: 0.00 pi/a
limit of t_c, empty s: 3.097 eV
sigma top with tau and cation p, filled s: 2.328 eV
its k: 1.00 pi/a
gap to cation p, filled s: 0.672 eV
k of conduction minimum, filled s: 1.00 pi/a
pi hopping: 0.6 eV
k of pi top, empty s: 1.00 pi/a
pi top minus sigma top, empty s: 1.759 eV
sigma top minus pi top, filled s: 2.328 eV
neighbour overlap: 0.10
shift of top by overlap, empty s: 0.000 eV
shift of top by overlap, filled s: 0.547 eV
temperature: 300 K
thermal energy: 0.0259 eV
non-parabolic change at kT, empty s: -0.85 %
non-parabolic change at kT, filled s: -0.19 %
\end{verbatim}
